# What twisting does to a metal–metal delta bond

**Q.** You claim that twisting one half of a dimetal molecule switches off its δ bond. Which orbitals do you mean, and what exactly is being turned?

**A.** Put metal A at the origin and metal B at height \(R\) on the \(z\) axis. Use cylindrical coordinates \((\rho,\varphi,z)\). Each metal carries four ligands in a square, and the ligands of A lie on the \(x\) and \(y\) directions. The δ orbital of A is the real d function whose lobes point between its ligands,
\[
a=d_{xy}^{A}=g(\rho,z)\sin2\varphi ,\qquad g\propto\rho^2f(r),
\]
because \(xy=\rho^2\cos\varphi\sin\varphi=\tfrac12\rho^2\sin2\varphi\). Here \(f\) is the radial factor and \(r\) the distance from the nucleus. The other d function of δ type is \(d_{x^2-y^2}^{A}=g\cos2\varphi\), whose lobes point at the ligands.

Now turn B and its ligands together by \(\chi\), at fixed \(R\). A turned function takes at \(\varphi\) the value that the old one had at \(\varphi-\chi\), so
\[
b=g'\sin2(\varphi-\chi),\qquad g'=g(\rho,z-R).
\]
The eclipsed molecule has \(\chi=0\), the staggered one \(\chi=45^\circ\).

**Q.** Then show me the overlap, with the angular integral done in full.

**A.** The integrand is a product of a function of \((\rho,z)\) and a function of \(\varphi\). From \(\sin\alpha\sin\beta=\tfrac12[\cos(\alpha-\beta)-\cos(\alpha+\beta)]\),
\[
ab=\tfrac12\,gg'\,[\cos2\chi-\cos(4\varphi-2\chi)] .
\]
The second term averages to zero over a full turn and the first gives \(2\pi\cdot\tfrac12\cos2\chi\). Hence
\[
S(\chi)=\langle a|b\rangle=\pi\cos2\chi\int\! gg'\,\rho\,d\rho\,dz=S(0)\cos2\chi .
\]
This holds for any radial factor and any distance, provided that the orbitals turn without changing shape. At \(45^\circ\) each lobe of \(a\) faces equal positive and negative parts of \(b\). Beyond \(45^\circ\) the overlap changes sign, which can be absorbed in the sign of \(b\); at \(90^\circ\) the molecule is eclipsed again.

**Q.** Overlap is not energy. Why should the Hamiltonian matrix element follow it?

**A.** Take first a one-electron operator \(h\) that is unchanged by rotation about \(z\) and by reflection in planes containing \(z\). In Rydberg units it contains the kinetic energy \(-\nabla^2\) and the field of the metals and their σ and π electrons. Expand the turned orbital:
\[
b=\cos2\chi\;d_{xy}^{B}-\sin2\chi\;d_{x^2-y^2}^{B},
\]
where the functions on the right are unturned. Under \(\varphi\to-\varphi\), \(d_{xy}\) is odd and \(d_{x^2-y^2}\) even, so \(\langle d_{xy}^{A}|h|d_{x^2-y^2}^{B}\rangle=0\). What remains is
\[
h_{ab}(\chi)=\langle a|h|b\rangle=h_{ab}(0)\cos2\chi .
\]

**Q.** But the ligands destroy axial symmetry, and you need them to define the twist.

**A.** A square of ligands on A gives a local potential with angular terms \(1,\cos4\varphi,\cos8\varphi,\dots\). The product \(ab\) contains only the harmonics 0 and 4, so the terms from \(\cos8\varphi\) upward drop out. The constant term gives \(\cos2\chi\), as before. For the fourfold term,
\[
-\tfrac12\int_0^{2\pi}\!\cos(4\varphi-2\chi)\cos4\varphi\,d\varphi=-\tfrac{\pi}{2}\cos2\chi .
\]
The ligands of B contribute \(\cos(4\varphi-4\chi)\). Its phase differs from that of \(\cos(4\varphi-2\chi)\) by \(2\chi\) again, so the integral is the same. The cosine law for \(h_{ab}\) therefore survives square ligand fields tied rigidly to the two halves.

It fails for a square of charges set midway, at angle \(\chi/2\). Its fourfold term is \(\cos(4\varphi-2\chi)\), which gives \(-\pi/2\) whatever the twist. A coupling then remains at \(45^\circ\). Bridging ligands are a reason to worry about such a field.

**Q.** Your orbitals overlap, so \(h_{ab}\) is not yet a level splitting. Does the denominator spoil the result?

**A.** It changes the shape slightly but not the zero. A half turn about the horizontal axis at azimuth \(\chi/2\) sends \(\varphi\to\chi-\varphi\) and \(z\to R-z\). It maps \(a\to-b\) and \(b\to-a\), so \(h_{aa}=h_{bb}\), and \(a+b\) and \(a-b\) have different symmetry. Their energies are
\[
\varepsilon_\pm=\frac{h_{aa}\pm h_{ab}}{1\pm S}.
\]
Half their difference is the coupling of the orthogonalized orbitals \(a',b'=(\psi_+\pm\psi_-)/\sqrt2\), where \(\psi_\pm\) are the normalized combinations:
\[
t_h=\tfrac12(\varepsilon_+-\varepsilon_-)
=\frac{(h_{aa}+h_{ab})(1-S)-(h_{aa}-h_{ab})(1+S)}{2(1-S^2)}
=\frac{h_{ab}-S\,h_{aa}}{1-S^2}.
\]
Both terms of the numerator contain \(\cos2\chi\), so \(t_h=0\) at \(45^\circ\). Elsewhere the denominator, and a weak dependence of \(h_{aa}\) on the position of the other half's ligands, cause small departures from a pure cosine.

**Q.** Two electrons occupy this bond, and they repel each other. Surely that interaction does not vanish.

**A.** It does not. The repulsion \(2/r_{12}\) depends on the azimuths through \(\varphi_1-\varphi_2\), so it couples equal harmonics only. Write \((pq|rs)\) for the repulsion between the charge distributions \(pq\) and \(rs\). With \(a^2=\tfrac12g^2(1-\cos4\varphi)\) and \(b^2=\tfrac12g'^2[1-\cos(4\varphi-4\chi)]\), the phase differences give
\[
(aa|ab)\propto\cos2\chi,\qquad (aa|bb)=J_0+J_4\cos4\chi,
\]
\[
(ab|ab)=K_0\cos^22\chi+K_4 .
\]
The last line comes from the product \(ab\) found above: its constant part carries \(\cos2\chi\), while its fourfold part has fixed size. \(K_4\) is the electrostatic self-repulsion of that fourfold distribution and is positive. Exchange therefore survives at \(45^\circ\).

**Q.** How do coupling and exchange combine in the energy of the bond?

**A.** Use \(a'\) and \(b'\), and let \(\bar h\) be the one-electron energy of either. Define \(J=(a'a'|b'b')\), \(K=(a'b'|a'b')\), \(U=(a'a'|a'a')-J\) and \(t=t_h+(a'a'|a'b')\). The triplet has the spatial function \((a'b'-b'a')/\sqrt2\) and energy
\[
E_T=2\bar h+J-K .
\]
The covalent singlet \((a'b'+b'a')/\sqrt2\) has energy \(2\bar h+J+K\). The ionic singlet \((a'a'+b'b')/\sqrt2\) has energy \(2\bar h+J+U+K\). Their matrix element is a sum of four terms, each equal to \(t\), times \(\tfrac12\), hence \(2t\). The third singlet, \((a'a'-b'b')/\sqrt2\), changes sign under the half turn and does not mix. The lower root of the \(2\times2\) problem is
\[
E_S=2\bar h+J+K+\frac U2-\sqrt{\frac{U^2}{4}+4t^2}.
\]
Subtraction gives
\[
E_T-E_S=B-2K,\qquad B=\sqrt{\frac{U^2}{4}+4t^2}-\frac U2 .
\]
\(B\) is the stabilization of the singlet by electron transfer between the metals. At \(45^\circ\) we have \(S=0\), so \(a'=a\) and \(b'=b\). Then \(t=0\), \(B=0\) and \(E_T-E_S=-2K_4\): in this two-orbital model the triplet is lower.

**Q.** So does the bond energy also fall as \(\cos2\chi\)?

**A.** That depends on \(|t|/U\). For \(|t|\ll U\), expanding the root gives \(B\approx4t^2/U\), which falls nearly as \(\cos^22\chi\). For \(|t|\gg U\), \(B\approx2|t|-U/2\), and its leading part is linear in \(|\cos2\chi|\). With \(U>0\), every such bond enters the first regime close enough to \(45^\circ\). \(B\) is also not the whole torsional energy: \(\bar h\) and \(J\) may vary with twist, and ligand–ligand repulsion is absent here.

**Q.** You have quietly ignored \(d_{x^2-y^2}\). Does the lost overlap not reappear there?

**A.** It does. The overlap of \(a\) with the turned partner contains \(\int\sin2\varphi\cos2(\varphi-\chi)\,d\varphi=\pi\sin2\chi\). The squares of the two overlaps therefore add up to \(S(0)^2\) at every twist. The bond can be switched off only because the ligands hold the partner at a higher energy, \(\Delta\) say.

To see this, work with orthogonal orbitals and one coupling \(t_0\), the value of \(t\) at \(\chi=0\). Let \(c=\cos2\chi\), \(s=\sin2\chi\), and let \(x_A,x_B\) be the \(xy\) functions and \(p_A,p_B\) the partners, those of B being turned. The couplings are
\[
\langle x_A|h|x_B\rangle=\langle p_A|h|p_B\rangle=t_0c,\qquad
\langle x_A|h|p_B\rangle=-\langle p_A|h|x_B\rangle=t_0s .
\]
For \(\eta=\pm1\) form \(u=(x_A+\eta x_B)/\sqrt2\) and \(v=(p_A-\eta p_B)/\sqrt2\). Their energies are \(\eta t_0c\) and \(\Delta-\eta t_0c\), and their coupling is \(\tfrac12(-\eta t_0s-\eta t_0s)=-\eta t_0s\). Between combinations of opposite \(\eta\) the two contributions cancel. Each \(2\times2\) block gives
\[
E=\frac\Delta2\pm\sqrt{\Big(\frac\Delta2-\eta t_0c\Big)^2+t_0^2s^2}
=\frac\Delta2\pm\sqrt{\frac{\Delta^2}{4}-\eta\Delta t_0c+t_0^2}.
\]
At \(45^\circ\), \(c=0\) and the two lower levels coincide, so the δ–δ* splitting is zero. Both are nevertheless lowered, by about \(t_0^2/\Delta\) for \(\Delta\gg|t_0|\). If \(\Delta=0\), the levels are \(\pm|t_0|\) at any twist: without ligand locking, twisting does nothing.

**Q.** Put numbers on it. What molecule, and at what level?

**A.** Take a Mo(II)–Mo(II) quadruple bond with four chloride-like ligands on each metal. Roughly typical distances are 0.21 nm for Mo–Mo and 0.245 nm for Mo–ligand; the ligands lean 15° away from the other metal. The 4d orbital comes from a spherically averaged Hartree–Fock calculation of Mo²⁺ in the def2-TZVP basis with its effective core potential. Four electrons are spread evenly over the five d orbitals, which leaves in part of the repulsion of each electron with itself. The 4s, 4p, σ and π electrons are frozen, and each ligand is a point charge of −1. The two δ electrons are treated by full configuration interaction within \(a\) and \(b\).

The eclipsed overlap is 0.0717. Numerical integration with the orbital of B actually turned by 0, 17, 33, 45 and 70° reproduced the cosine and sine laws to \(2\times10^{-15}\) in the overlap. The eclipsed coupling is \(t_0=-0.782\) eV, or \(-0.0575\) Ry, and \(U=8.465\) eV. In the larger def2-QZVP basis the overlap is smaller by 0.0007, the coupling larger in size by 0.003 eV, \(U\) larger by 0.004 eV and the eclipsed singlet–triplet gap larger by 0.002 eV. The way the ion is averaged matters more. If the d repulsion is averaged over all states of the d⁴ configuration, the orbital is tighter: the overlap is 0.053, the coupling \(-0.785\) eV, \(U\) 9.14 eV and the eclipsed singlet–triplet gap 0.249 eV. With the evenly spread electrons and the def2-TZVP basis, used from here on,
\[
B(0)=\sqrt{(4.233)^2+4(0.782)^2}-4.233\approx0.280\ \text{eV}.
\]
Since \(2K=0.020\) eV, the triplet lies \(0.280-0.020=0.260\) eV above the singlet.

At 30°, where \(\cos2\chi=0.5\), the coupling is \(-0.390\) eV, about half. \(B\) is 0.071 eV, about a quarter, as the regime \(|t|\ll U\) requires. Over the tabulated twists, \(t/t_0\) departs from \(\cos2\chi\) by at most 0.0018.

**Q.** And at 45° you will tell me that the molecule is a triplet?

**A.** The model gives a triplet 0.0021 eV below the singlet, with the order changing at 42.5°. With the tighter orbital mentioned above, these values become 0.0012 eV and 43.0°. Either gap is far smaller than the thermal energy at 300 K, about 0.026 eV. The calculated triplet share is 76 %, close to the 75 % expected from three triplet states and one singlet of equal energy. In the eclipsed form it is 0.013 %. These shares belong to the two-electron model, which freezes the σ and π electrons in closed pairs; they are no prediction for the molecule. Full configuration interaction of all eight metal–metal bonding electrons in the σ, π and \(d_{xy}\) orbitals, with the same frozen orbital shapes, reverses the order: at 45° the singlet then lies about 0.3 eV below the triplet. A vanishing δ coupling therefore does not by itself make the molecule a triplet, or even nearly degenerate.

Two omissions among the δ orbitals can be compared with the two-orbital gap of 0.0021 eV. Spin–orbit coupling joins \(d_{xy}\) to its partner: the orbital matrix element has magnitude 2 and the spin gives \(\tfrac12\), so the coupling equals the spin–orbit constant \(\zeta\). With a rough \(\zeta=0.08\) eV and a chosen \(\Delta=3\) eV, the shift per electron is \(\zeta^2/\Delta=0.0021\) eV, as large as the gap itself. It is, however, nearly common to both spin states: with this coupling included in full configuration interaction of the two electrons in all four δ orbitals, the shifts of singlet and triplet differ by less than 0.001 eV. At 45° the difference is a splitting of the triplet: its \(M_S=0\) component is lowered by 0.0006 to 0.0008 eV more than the singlet and the \(M_S=\pm1\) components, about a third of the two-orbital gap.

The second omission is virtual transfer into the partner. At 45° an electron can hop from \(a\) to \(p_B\) while the other stays in \(b\). If the hop costs a mean energy \(D\) and the exchange integral on one metal is \(K_s\), the intermediate state lies at \(D-K_s\) for a triplet and \(D+K_s\) for a singlet. If the hop has the same amplitude \(t_0\) for both spins, counting hops in both directions gives second-order lowerings of about \(2t_0^2/(D-K_s)\) and \(2t_0^2/(D+K_s)\). This favours the triplet further. Full configuration interaction of the two electrons in all four δ orbitals, with \(\Delta=3\) eV, puts the triplet 0.006 eV below the singlet at 45°, instead of 0.002 eV, when \(\Delta\) is imposed on the orthogonalized partners; imposing it on the overlapping ones gives 0.005 eV. The estimate with equal amplitudes has the right sign but about twice the size: with \(D=10.7\) eV and \(K_s=0.36\) eV it gives an extra 0.008 eV instead of 0.004 eV. The repulsion integral \((ab|b\,p_B)\) makes the amplitude 0.755 eV for the triplet and 0.767 eV for the singlet, and with these values the estimate is 0.004 eV.

**Q.** Is \(\Delta=3\) eV a result, or a convenience?

**A.** It is a chosen round value, and it carries weight. The point charges and frozen field give only 0.525 eV. If the partners had the same coupling \(t_0\), their eclipsed bonding combination would then lie at \(\Delta-|t_0|=0.525-0.782=-0.257\) eV, below the δ* level at \(+0.782\) eV. That order of orbital levels does not by itself ruin the two-orbital picture, because electron transfer costs \(U\gg|t|\). With two interacting electrons in all four δ orbitals and \(\Delta=0.525\) eV, the eclipsed singlet–triplet gap is still 0.260 eV. At 45°, however, the triplet lies 0.013 eV below the singlet, instead of 0.002 eV. The covalent metal–ligand bonding that raises \(d_{x^2-y^2}\), and that point charges omit, therefore matters for the small gap of the two-electron model near 45°.

With \(\Delta=3\) eV, the δ–δ* splitting falls from 1.564 eV when eclipsed to 1.030 eV at 22.5° and zero at 45°. Both lower levels then sit at \(-0.192\) eV, against the estimate \(-t_0^2/\Delta=-0.204\) eV. These are orbital energies without the cost \(U\) of electron transfer, so they should not be added to \(B\).

**Q.** How far would a real compound stray from all this?

**A.** The distances are typical of a chloride-ligated dimolybdenum ion, but the frozen orbitals and unscreened repulsion are not realistic. Halving \(U\), with \(t\) and \(K\) held fixed, raises the eclipsed singlet–triplet gap from 0.260 to 0.495 eV. The size of the gap thus depends strongly on screening, which this model does not supply, while the symmetry zero of \(t\) is untouched. Ligand covalency is also left out, and so is the response of the σ and π electrons. Even with frozen orbital shapes, correlation of the σ and π electrons reverses the spin order at 45°, as noted above, and raises the eclipsed singlet–triplet gap to about 0.7 eV. The gaps of a real compound are therefore not determined here.

Bridging ligands can hold a dimetal unit at an intermediate twist, and they may break the symmetry condition. As a gauge, four charges of −1 in the midplane, 0.30 nm from the axis and at angle \(\chi/2\), leave a coupling of \(-0.024\) eV at 45°. The corresponding \(4t^2/U=4(0.024)^2/8.43\approx0.0003\) eV is still below \(2K=0.0021\) eV, so that field alone would not reverse the spin order in this model. The result depends on the radius: at 0.20 nm the coupling at 45° is \(-0.10\) eV and the singlet lies 0.003 eV below the triplet. The ring at 0.30 nm also changes the eclipsed coupling from \(-0.782\) to \(-0.706\) eV and the eclipsed gap from 0.260 to 0.209 eV.

For someone choosing ligands to tune the δ bond of such a molecule, the usable rule is conditional. If each half keeps a nearly square set of its own ligands, charges between the halves add little to the coupling, the ligands keep \(d_{x^2-y^2}\) well above \(d_{xy}\), and the metal distance stays fixed, the direct δ coupling falls roughly as \(\cos2\chi\) towards zero at 45°. Ligand orbitals are not in this model, and they may alter the shape between 0° and 45°. The rule concerns the coupling; the spin state also depends on the σ and π electrons and has to be calculated with them. The table of values against twist is in the numerical output below.

## Values computed for the example and the checks

```
Mo-Mo distance: 0.210 nm
Mo-ligand distance: 0.245 nm; lean: 15 deg
Overlap S at 0 deg: 0.07165
Largest quadrature error of cos and sin laws: 2.0e-15
Coupling t at 0 deg: -0.7821 eV = -0.05748 Ry
U at 0 deg: 8.465 eV
U at 45 deg: 8.428 eV
twist(deg) cos(2chi)  S        t(eV)    bond(eV)  2K(eV)    gap(eV)
   0.0     1.00000  0.07165  -0.78207   0.27977  0.020252  0.259521
  10.0     0.93969  0.06733  -0.73450   0.24780  0.018103  0.229698
  20.0     0.76604  0.05489  -0.59794   0.16599  0.012690  0.153298
  30.0     0.50000  0.03583  -0.38966   0.07138  0.006582  0.064795
  40.0     0.17365  0.01244  -0.13519   0.00866  0.002623  0.006041
  45.0     0.00000  0.00000  -0.00000   0.00000  0.002081 -0.002081
Largest departure of t/t(0) from cos(2chi) in table: 0.00176
Twist beyond which triplet is lower: 42.48 deg
Triplet share at 300 K, 0 deg: 0.013 %
Triplet share at 300 K, 45 deg: 76.48 %
Neglected effects:
Gap at 0 deg with U halved: 0.4950 eV
Delta from point charges and frozen field: 0.525 eV
Delta chosen for partner mixing: 3.0 eV
Lower pair at 0.0 deg: -0.7821, 0.7821 eV; splitting 1.5641 eV
Lower pair at 22.5 deg: -0.6262, 0.4034 eV; splitting 1.0296 eV
Lower pair at 45.0 deg: -0.1916, -0.1916 eV; splitting 0.0000 eV
Estimate t(0)^2/Delta: 0.2039 eV
Lowest level for Delta=0 at 0 and 45 deg: -0.7821, -0.7821 eV
Spin-orbit constant (rough): 0.08 eV
Spin-orbit shift per electron: 0.00213 eV
Midplane ring radius: 0.30 nm, four charges of -1
Its bare coupling at 0 deg: 1.38275 eV
Its bare coupling at 45 deg: -0.02354 eV
```
